# Pauli-Limited Superconductivity: First-Order Limit, Fulde-Ferrell Instability and Tricritical Point: a program that tests the result

```python
"""
Result under test: weak-coupling s-wave pairing in a pure spin field h.
At T=0 the uniform superconductor loses to the normal state at
h = Delta0/sqrt(2); the 3D normal state is unstable to pairs of momentum q
below h = Delta0*sinh(s)/2 with s = coth(s); and finite q takes over from the
uniform second-order transition below the tricritical temperature, 0.56 Tc.

Symbols: Delta0 = gap at T=h=0 (energy unit), Tc = critical temperature at
h=0, N0 = density of states per spin, vF = Fermi velocity, b = vF*q/2,
s = b/h. Potentials are per N0*Delta0^2, relative to the normal state at
the same field and temperature. Boltzmann's and Planck's constants are 1
except in the numerical example.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

TC = np.exp(np.euler_gamma) / np.pi
X, WX = np.polynomial.legendre.leggauss(200)
U, WU = np.polynomial.legendre.leggauss(600)


def minimum(function, low, high):
    return minimize_scalar(function, bounds=(low, high), method="bounded",
                           options={"xatol": 1e-7})


def pair_cost(b, h, T):
    """Quadratic coefficient of a pair wave, from the digamma formula."""
    z = 0.5 + 1j * (h + b * X) / (2 * np.pi * T)
    return (np.log(T / TC) + 0.5 * np.dot(WX, digamma(z).real)
            - digamma(0.5))


def pair_cost_direct(b, h, T):
    """The same coefficient from energy and angle quadrature."""
    top = h + b + 45 * max(T, TC)
    xi = 0.5 * top * (U + 1)
    field = h + b * X[:, None]
    thermal = 0.5 * (np.tanh((xi + field) / (2 * T))
                     + np.tanh((xi - field) / (2 * T)))
    integrand = (np.tanh(xi / (2 * TC)) - thermal) / xi
    return 0.5 * np.dot(WX, integrand @ WU) * 0.5 * top


def uniform_gain(gap, h, T):
    """Uniform paired minus normal grand potential at temperature T."""
    top = h + gap + 40 * T
    xi = 0.5 * top * (U + 1)
    energy = np.sqrt(xi**2 + gap**2)

    def log_weight(e):
        return np.logaddexp(0, (h - e) / T) + np.logaddexp(0, (-h - e) / T)

    thermal = np.dot(WU, log_weight(energy) - log_weight(xi)) * 0.5 * top
    return gap**2 * np.log(gap) - gap**2 / 2 - 2 * T * thermal


def uniform_gain_cold(gap, h):
    """T=0 potential difference by quadrature with an explicit cutoff."""
    cutoff = 200.0

    def energy(xi):
        return np.sqrt(xi**2 + gap**2)

    vacuum = sum(quad(lambda xi: xi - energy(xi), lo, hi, epsabs=1e-11)[0]
                 for lo, hi in ((0, 5), (5, cutoff)))
    filled = 0.0
    if gap < h:
        filled = quad(lambda xi: h - energy(xi), 0,
                      np.sqrt(h**2 - gap**2))[0]
    return 2 * vacuum + gap**2 * np.arcsinh(cutoff) - 2 * filled + h**2


def field_second_order(T):
    return brentq(lambda h: pair_cost(0, h, T), 0.01, 0.85, xtol=1e-12)


def field_first_order(T):
    def lowest(h):
        return minimum(lambda d: uniform_gain(d, h, T) / d**2, 0.02, 1.3).fun
    return brentq(lowest, 0.45, 0.85, xtol=1e-12)


def field_finite_q(T):
    def lowest(h):
        return minimum(lambda b: pair_cost(b, h, T), 0, 1.3).fun
    h = brentq(lowest, 0.45, 0.85, xtol=1e-12)
    return h, minimum(lambda b: pair_cost(b, h, T), 0, 1.3).x


# Closed results at zero temperature
h_clogston = 1 / np.sqrt(2)
s_best = brentq(lambda s: s - 1 / np.tanh(s), 1.01, 1.5)
h_ff = np.sinh(s_best) / 2
b_ff = s_best * h_ff

# Critical temperature from the two zero-field gap equations
tc_defect = sum(quad(lambda e: np.tanh(e / (2 * TC)) / e
                     - 1 / np.sqrt(e**2 + 1), lo, hi, epsabs=1e-11)[0]
                for lo, hi in ((0, 5), (5, 500)))
assert abs(tc_defect) < 1e-5

# Zero-temperature landscape: degenerate minima and the barrier between them
assert abs(uniform_gain_cold(1.0, h_clogston)) < 1e-4
assert uniform_gain_cold(0.97, h_clogston) > 0
assert uniform_gain_cold(1.03, h_clogston) > 0
barrier = minimum(lambda d: -uniform_gain_cold(d, h_clogston), 0.3, 0.95)
barrier_gap = np.sqrt(2 * h_clogston - 1)
barrier_height = 2 * (h_clogston - 0.5)**2
assert abs(barrier.x - barrier_gap) < 1e-3
assert abs(-barrier.fun - barrier_height) < 1e-4

# Full 3D parabolic band, mass = chemical potential = 1, contact attraction
GAP3D = 0.01
KF = np.sqrt(2.0)


def condensation_density(k):
    xi = k**2 / 2 - 1
    energy = np.hypot(xi, GAP3D)
    return k**2 / (2 * np.pi**2) * (abs(xi) - energy
                                    + GAP3D**2 / (2 * energy))


cuts = [0, KF - 0.03, KF, KF + 0.03, 4]
condensation = sum(quad(condensation_density, lo, hi, epsabs=1e-13,
                        limit=200)[0] for lo, hi in zip(cuts, cuts[1:]))


def normal_shift(h):
    return -(2**1.5 / (15 * np.pi**2)) * ((1 + h)**2.5 + (1 - h)**2.5 - 2)


h_clogston_3d = brentq(lambda r: condensation - normal_shift(r * GAP3D),
                       0.4, 1.0)
assert abs(h_clogston_3d - h_clogston) < 2e-3


def parabolic_pair_cost(b, h):
    """Inverse coupling minus the normal-state pair response at T=0."""
    q, field = 2 * b * GAP3D / KF, h * GAP3D

    def integrand(k):
        blocked = 0.0
        for level in (1 + field, 1 - field):
            x_edge = (2 * level - k**2 - q**2 / 4) / (k * q)
            blocked += min(max((x_edge + 1) / 2, 0.0), 1.0)
        response = (1 - blocked) / (k**2 + q**2 / 4 - 2)
        return k**2 * (0.5 / np.hypot(k**2 / 2 - 1, GAP3D) - response)

    edges = [np.sqrt(2 * (1 + sign * field)) + shift * q / 2
             for sign in (-1, 1) for shift in (-1, 1)]
    points = sorted([0, KF - 0.05, KF + 0.05, 4, 40] + edges)
    return sum(quad(integrand, lo, hi, epsabs=1e-9, epsrel=1e-8,
                    limit=100)[0] for lo, hi in zip(points, points[1:]))


def parabolic_field(b):
    return brentq(lambda h: parabolic_pair_cost(b, h), 0.3, 1.2, xtol=1e-8)


best_3d = minimize_scalar(lambda b: -parabolic_field(b), bounds=(0.75, 1.1),
                          method="bounded", options={"xatol": 1e-4})
h_ff_3d, b_ff_3d = -best_3d.fun, best_3d.x
assert abs(h_ff_3d - h_ff) < 2e-3
assert abs(b_ff_3d - b_ff) < 1e-2

# Digamma formula against direct quadrature, and its cold limit
for b, h, T in ((0.0, 0.6, 0.3), (0.5, 0.6, 0.3), (0.9, 0.7, 0.15)):
    assert abs(pair_cost(b, h, T) - pair_cost_direct(b, h, T)) < 1e-7
h_cold, b_cold = field_finite_q(0.02 * TC)
assert abs(h_cold - h_ff) < 3e-3


# Tricritical point
def psi_derivative(order, z):
    return float(mp.re(mp.psi(order, mp.mpc(0.5, z))))


z_tri = brentq(lambda z: psi_derivative(2, z), 0.2, 0.45, xtol=1e-14)
t_ratio = np.exp(digamma(0.5) - digamma(0.5 + 1j * z_tri).real)
T_tri = t_ratio * TC
h_tri = 2 * np.pi * T_tri * z_tri
S5 = -psi_derivative(4, z_tri) / (24 * (2 * np.pi * T_tri)**4)
assert S5 < 0

# Both leading corrections vanish there: gap^6 and q^4 laws remain
gain_small = uniform_gain(0.05, h_tri, T_tri)
gain_large = uniform_gain(0.10, h_tri, T_tri)
gap_power = np.log2(gain_large / gain_small)
cost_small = pair_cost_direct(0.05, h_tri, T_tri)
cost_large = pair_cost_direct(0.10, h_tri, T_tri)
q_power = np.log2(cost_large / cost_small)
assert abs(gap_power - 6) < 0.05
assert abs(q_power - 4) < 0.05
assert abs(gain_large / 0.1**6 / (-S5 / 8) - 1) < 0.02
assert abs(cost_large / 0.1**4 / (-S5 / 5) - 1) < 0.02

# Just below the tricritical point the two thresholds have ratio 10/9
T_near = 0.99 * T_tri
h1_near = field_first_order(T_near)
hq_near = field_finite_q(T_near)[0]
threshold_ratio = pair_cost(0, hq_near, T_near) / pair_cost(0, h1_near, T_near)
assert abs(threshold_ratio - 10 / 9) < 0.01

# Order of the lines below the tricritical temperature
rows = []
for t in (0.1, 0.2, 0.3, 0.4, 0.5, 0.55):
    T = t * TC
    h2, h1 = field_second_order(T), field_first_order(T)
    hq, bq = field_finite_q(T)
    assert hq > h1 > h2
    rows.append((t, h2, h1, hq, 2 * bq))

# Above it the uniform continuous transition comes first
for t in (0.58, 0.7, 0.9):
    T = t * TC
    h2 = field_second_order(T)
    assert all(uniform_gain(d, h2, T) > 0 for d in np.linspace(0.05, 1.3, 40))
    assert all(pair_cost(b, h2, T) > 0 for b in np.linspace(0.05, 1.3, 40))

# Numerical example with round model parameters and g-factor 2
gap_meV, v_fermi = 1.0, 1.0e6
gap_J = gap_meV * 1e-3 * const.e
mu_B = const.physical_constants["Bohr magneton"][0]
tc_K = TC * gap_J / const.k
q_SI = 2 * b_ff * gap_J / (const.hbar * v_fermi)

print("Zero temperature, energies in Delta0")
print(f"Uniform first-order field h1 = {h_clogston:.5f}")
print(f"  same, 3D parabolic band = {h_clogston_3d:.5f}")
print(f"Barrier at gap = {barrier_gap:.4f}")
print(f"Barrier height = {barrier_height:.4f} N0 Delta0^2")
print(f"Root of s = coth(s): s = {s_best:.5f}")
print(f"Finite-q instability field hFF = {h_ff:.5f}")
print(f"  same, 3D parabolic band = {h_ff_3d:.5f}")
print(f"vF q at the instability = {2 * b_ff:.4f}")
print(f"  same, 3D parabolic band = {2 * b_ff_3d:.4f}")
print(f"Parabolic band: Delta0/mu = {GAP3D:.3f}")
print("Tricritical point")
print(f"Tc/Delta0 = {TC:.5f}")
print(f"h*/(2 pi T*) = {z_tri:.5f}")
print(f"T*/Tc = {t_ratio:.5f}")
print(f"T*/Delta0 = {T_tri:.5f}")
print(f"h*/Delta0 = {h_tri:.5f}")
print(f"S5 at the point = {S5:.4f} Delta0^-4")
print(f"Measured power of gap = {gap_power:.4f}")
print(f"Measured power of q = {q_power:.4f}")
print(f"Threshold ratio at 0.99 T* = {threshold_ratio:.4f}")
print(f"10/9 = {10 / 9:.4f}")
print("Fields in Delta0: h2 uniform instability, h1 uniform first order")
print("T/Tc    h2      h1      hFF     vF q/Delta0")
for t, h2, h1, hq, vq in rows:
    print(f"{t:.2f}  {h2:.5f} {h1:.5f} {hq:.5f} {vq:.4f}")
print("Model example, g-factor 2")
print(f"Delta0 = {gap_meV:.1f} meV")
print(f"vF = {v_fermi:.1e} m/s")
print(f"Tc = {tc_K:.3f} K")
print(f"T* = {t_ratio * tc_K:.3f} K")
print(f"Uniform first-order field = {h_clogston * gap_J / mu_B:.3f} T")
print(f"Finite-q instability field = {h_ff * gap_J / mu_B:.3f} T")
print(f"Pair-wave length 2 pi/q = {2 * np.pi / q_SI * 1e6:.3f} micrometre")
print("PASS")
```

Printed output:

```
Zero temperature, energies in Delta0
Uniform first-order field h1 = 0.70711
  same, 3D parabolic band = 0.70709
Barrier at gap = 0.6436
Barrier height = 0.0858 N0 Delta0^2
Root of s = coth(s): s = 1.19968
Finite-q instability field hFF = 0.75444
  same, 3D parabolic band = 0.75436
vF q at the instability = 1.8102
  same, 3D parabolic band = 1.8099
Parabolic band: Delta0/mu = 0.010
Tricritical point
Tc/Delta0 = 0.56693
h*/(2 pi T*) = 0.30409
T*/Tc = 0.56149
T*/Delta0 = 0.31833
h*/Delta0 = 0.60822
S5 at the point = -0.8304 Delta0^-4
Measured power of gap = 5.9958
Measured power of q = 3.9952
Threshold ratio at 0.99 T* = 1.1120
10/9 = 1.1111
Fields in Delta0: h2 uniform instability, h1 uniform first order
T/Tc    h2      h1      hFF     vF q/Delta0
0.10  0.51144 0.69971 0.73789 1.8356
0.20  0.54755 0.68141 0.70441 1.7818
0.30  0.58548 0.65986 0.67123 1.6272
0.40  0.60937 0.63879 0.64281 1.3579
0.50  0.61492 0.61933 0.61987 0.8835
0.55  0.61009 0.61025 0.61027 0.3914
Model example, g-factor 2
Delta0 = 1.0 meV
vF = 1.0e+06 m/s
Tc = 6.579 K
T* = 3.694 K
Uniform first-order field = 12.216 T
Finite-q instability field = 13.034 T
Pair-wave length 2 pi/q = 2.285 micrometre
PASS
```
